# Exit angle of a silicon atom crossing a planar surface barrier: test program

```python
"""
Result under test: an atom of kinetic energy E inside a solid, moving at angle
theta from the surface normal, crosses a planar barrier of height U and leaves
at theta_out, with
    tan(theta_out) = sqrt(E sin(theta)^2 / (E cos(theta)^2 - U)),
provided that E cos(theta)^2 exceeds the barrier everywhere.

Symbols: x runs along the surface, z along the outward normal. Energies are in
eV and lengths in nm. Trajectories use speeds in sqrt(eV), so kinetic energy
is speed squared (the mass is 2 in these units).
The barrier width, corrugation and silicon data are rough model inputs.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad

E = 10.0
U = 4.7
THETA = 45.0
WIDTH = 0.02
CORRUGATION = 0.01
PERIOD = 0.384
TEMPERATURE = 300.0
MASS_U = 28.09
ATOMIC_NUMBER = 14
LATTICE = 0.543


def logistic(s):
    return 1.0 / (1.0 + math.exp(-s))


def error_step(s):
    return 0.5 * (1.0 + math.erf(s / 2.0))


def fly(theta=THETA, energy=E, barrier=U, shape=logistic, hump=0.0,
        amplitude=0.0, x_start=0.0, surface_speed=0.0, drag=0.0,
        z_start=-20 * WIDTH):
    """Integrate Newton's equations; return (escaped, v_x, v_z).

    drag is the stopping force in eV/nm at the initial speed for E; it is
    proportional to speed and fades out with the solid's density.
    """
    angle = math.radians(theta)
    speed = math.sqrt(energy)
    drag_rate = drag / (2.0 * math.sqrt(E))
    delta = 1e-5

    def height(x, z, t):
        return (z - surface_speed * t
                - amplitude * math.cos(2 * math.pi * x / PERIOD))

    def potential(x, z, t):
        h = height(x, z, t)
        value = barrier * shape(h / WIDTH)
        if hump:
            value += hump * math.exp(-((h - 6 * WIDTH) / WIDTH) ** 2)
        return value

    def motion(t, y):
        x, z, vx, vz = y
        fx = -(potential(x + delta, z, t)
               - potential(x - delta, z, t)) / (2 * delta)
        fz = -(potential(x, z + delta, t)
               - potential(x, z - delta, t)) / (2 * delta)
        loss = 0.0
        if drag_rate:
            loss = drag_rate * (1.0 - shape(height(x, z, t) / WIDTH))
        return [vx, vz, fx / 2 - loss * vx, fz / 2 - loss * vz]

    def outside(t, y):
        return y[1] - surface_speed * t - 20 * WIDTH

    def returned(t, y):
        return y[1] - surface_speed * t - (z_start - 0.01)

    outside.terminal = True
    outside.direction = 1
    returned.terminal = True
    returned.direction = -1
    start = [x_start, z_start, speed * math.sin(angle),
             speed * math.cos(angle)]
    sol = solve_ivp(motion, (0.0, 200.0), start, method="DOP853",
                    rtol=1e-9, atol=1e-10, max_step=0.02,
                    events=(outside, returned))
    assert sol.status == 1, "trajectory neither escaped nor returned"
    return len(sol.t_events[0]) > 0, sol.y[2, -1], sol.y[3, -1]


def exit_angle(theta=THETA, energy=E, barrier=U):
    a = math.radians(theta)
    normal_left = energy * math.cos(a) ** 2 - barrier
    return math.degrees(math.atan(
        math.sqrt(energy * math.sin(a) ** 2 / normal_left)))


def flown_angle(**settings):
    escaped, vx, vz = fly(**settings)
    assert escaped
    return math.degrees(math.atan2(vx, vz))


# Planar refraction: trajectories against the derived law.
theta_rad = math.radians(THETA)
normal_in = E * math.cos(theta_rad) ** 2
parallel = E * math.sin(theta_rad) ** 2
margin = normal_in - U
theta_out = exit_angle()
escaped, vx_out, vz_out = fly()
trajectory_angle = math.degrees(math.atan2(vx_out, vz_out))
assert escaped
assert abs(trajectory_angle - theta_out) < 1e-3
assert abs(vx_out ** 2 - parallel) < 1e-5
assert abs(vz_out ** 2 - margin) < 1e-5
assert abs(flown_angle(shape=error_step) - theta_out) < 1e-3
snell_angle = math.degrees(math.asin(
    math.sqrt(E / (E - U)) * math.sin(theta_rad)))
assert abs(snell_angle - trajectory_angle) < 1e-3
table = []
for angle_in in (0.0, 30.0, 40.0, 46.0):
    result = flown_angle(theta=angle_in)
    assert abs(result - exit_angle(theta=angle_in)) < 2e-3
    table.append((angle_in, result))

# A low hump is harmless; a high one stops the atom at the same final U.
assert abs(flown_angle(hump=0.2) - theta_out) < 1e-3
assert not fly(hump=0.5)[0]

# Escape limits, tested on both sides.
critical = math.degrees(math.acos(math.sqrt(U / E)))
threshold = U / math.cos(theta_rad) ** 2
assert fly(theta=critical - 0.05)[0]
assert not fly(theta=critical + 0.05)[0]
assert fly(energy=threshold + 0.02)[0]
assert not fly(energy=threshold - 0.02)[0]
assert fly(barrier=normal_in - 0.02)[0]
assert not fly(barrier=normal_in + 0.02)[0]

# Sensitivities: differences of trajectories against derivatives.
out_rad = math.radians(theta_out)
slope_angle = math.tan(out_rad) / math.tan(theta_rad)
slope_barrier = math.degrees(
    math.sin(out_rad) * math.cos(out_rad) / (2 * margin))
d_angle, d_barrier = 0.03, 0.003
measured = (flown_angle(theta=THETA + d_angle)
            - flown_angle(theta=THETA - d_angle)) / (2 * d_angle)
assert abs(measured / slope_angle - 1) < 3e-3
measured = (flown_angle(barrier=U + d_barrier)
            - flown_angle(barrier=U - d_barrier)) / (2 * d_barrier)
assert abs(measured / slope_barrier - 1) < 3e-3

# Corrugation: sample impact positions uniformly over one period.
samples = 40
corrugated_angles = []
corrugated_parallel = []
for x0 in np.arange(samples) * PERIOD / samples:
    out, vx, vz = fly(amplitude=CORRUGATION, x_start=float(x0))
    if out:
        assert abs(vx ** 2 + vz ** 2 - (E - U)) < 1e-4
        corrugated_angles.append(math.degrees(math.atan2(vx, vz)))
        corrugated_parallel.append(vx ** 2)
assert corrugated_angles
assert max(corrugated_parallel) - min(corrugated_parallel) > 0.1
max_slope = math.degrees(math.atan(2 * math.pi * CORRUGATION / PERIOD))

# Moving barrier: one-component classical rms speed of one silicon atom.
thermal_energy = const.k * TEMPERATURE / const.e
thermal_speed = math.sqrt(thermal_energy / 2)
mass = MASS_U * const.atomic_mass
speed_to_si = math.sqrt(2 * const.e / mass)
normal_speed = math.sqrt(normal_in)
outward_energy = (normal_speed - thermal_speed) ** 2
inward_energy = (normal_speed + thermal_speed) ** 2
moving_vz = -thermal_speed + math.sqrt(inward_energy - U)
out, moving_vx, flown_vz = fly(surface_speed=-thermal_speed)
assert out and abs(flown_vz - moving_vz) < 1e-5
moving_angle = math.degrees(math.atan2(moving_vx, flown_vz))
outward_escapes = fly(surface_speed=thermal_speed)[0]
assert outward_escapes == (outward_energy > U)

# Lindhard-Scharff electronic stopping, extrapolated to this low energy.
alpha = const.fine_structure
coulomb = alpha * const.hbar * const.c / const.e * 1e9
bohr = const.physical_constants["Bohr radius"][0] * 1e9
initial_speed = math.sqrt(E) * speed_to_si
density = 8 / LATTICE ** 3
z_factor = (ATOMIC_NUMBER ** (7 / 6) * ATOMIC_NUMBER
            / (2 * ATOMIC_NUMBER ** (2 / 3)) ** 1.5)
stopping = (8 * math.pi * coulomb * bohr * z_factor * density
            * initial_speed / (alpha * const.c))
drag_start = -0.2


def drag_integrand(z):
    f = logistic(z / WIDTH)
    return (1 - f) * math.sqrt(normal_in - U * f)


normal_loss = stopping / math.sqrt(E) * quad(
    drag_integrand, drag_start, 20 * WIDTH, epsabs=1e-10, limit=200)[0]
free_run = fly(z_start=drag_start)
weak_run = fly(z_start=drag_start, drag=0.01 * stopping)
assert free_run[0] and weak_run[0]
weak_loss = free_run[2] ** 2 - weak_run[2] ** 2
# The tolerance allows for the second-order effect of one percent drag.
assert abs(weak_loss / (0.01 * normal_loss) - 1) < 0.03
full_drag_escapes = fly(z_start=drag_start, drag=stopping)[0]
tenth_angle = flown_angle(z_start=drag_start, drag=0.1 * stopping)
low, high = 0.0, 4.0
assert not fly(z_start=drag_start, drag=high * stopping)[0]
for _ in range(10):
    middle = (low + high) / 2
    if fly(z_start=drag_start, drag=middle * stopping)[0]:
        low = middle
    else:
        high = middle
drag_limit = (low + high) / 2

# Quantum reflection from the smooth logistic step.
k_in = math.sqrt(2 * mass * normal_in * const.e) / const.hbar * 1e-9
k_out = math.sqrt(2 * mass * margin * const.e) / const.hbar * 1e-9


def log_reflection(width):
    def log_sinh(a):
        return a + math.log(-math.expm1(-2 * a)) - math.log(2)
    return 2 * (log_sinh(math.pi * width * (k_in - k_out))
                - log_sinh(math.pi * width * (k_in + k_out)))


test_width = 1e-4
q_in, q_out = k_in * test_width, k_out * test_width


def wave(s, y):
    q_squared = q_in ** 2 - (q_in ** 2 - q_out ** 2) * logistic(s)
    return [y[1], -q_squared * y[0]]


wave_solution = solve_ivp(wave, (30.0, -30.0), [1.0 + 0j, 1j * q_out],
                          method="DOP853", rtol=1e-9, atol=1e-11)
psi, slope = wave_solution.y[:, -1]
incident = (psi + slope / (1j * q_in)) / 2
reflected = (psi - slope / (1j * q_in)) / 2
numerical_reflection = abs(reflected / incident) ** 2
assert abs(numerical_reflection
           / math.exp(log_reflection(test_width)) - 1) < 1e-5
abrupt_reflection = ((k_in - k_out) / (k_in + k_out)) ** 2
smooth_log10 = log_reflection(WIDTH) / math.log(10)


def fate(value):
    return "escapes" if value else "returns"


print(f"Energy inside: {E:.1f} eV")
print(f"Barrier height: {U:.1f} eV")
print(f"Angle inside from normal: {THETA:.1f} deg")
print(f"Normal energy inside: {normal_in:.3f} eV")
print(f"Parallel energy, inside and outside: {parallel:.3f} eV")
print(f"Normal energy outside: {margin:.3f} eV")
print(f"Total energy outside: {E - U:.3f} eV")
print(f"Exit angle, formula: {theta_out:.3f} deg")
print(f"Exit angle, trajectory: {trajectory_angle:.3f} deg")
for angle_in, result in table:
    print(f"Exit angle for {angle_in:.0f} deg inside: {result:.2f} deg")
print(f"Critical inside angle: {critical:.3f} deg")
print(f"Tilt margin before trapping: {critical - THETA:.3f} deg")
print(f"Threshold energy at {THETA:.0f} deg: {threshold:.3f} eV")
print(f"Largest passable barrier: {normal_in:.3f} eV")
print(f"Exit-angle change per inside angle: {slope_angle:.3f} deg/deg")
print(f"Exit-angle change per barrier height: {slope_barrier:.2f} deg/eV")
print(f"Barrier width parameter: {WIDTH:.3f} nm")
print(f"Corrugation amplitude: {CORRUGATION:.3f} nm")
print(f"Corrugation period: {PERIOD:.3f} nm")
print(f"Largest corrugation slope: {max_slope:.2f} deg")
print(f"Corrugated escapes: {len(corrugated_angles)} of {samples} atoms")
print(f"Smallest corrugated exit angle: {min(corrugated_angles):.2f} deg")
print(f"Largest corrugated exit angle: {max(corrugated_angles):.2f} deg")
print(f"Surface temperature: {TEMPERATURE:.0f} K")
print(f"Thermal energy kT: {thermal_energy:.4f} eV")
print(f"Silicon mass: {MASS_U:.2f} u")
print(f"Thermal rms speed, one axis: {thermal_speed * speed_to_si:.0f} m/s")
print(f"Relative normal energy, outward surface: {outward_energy:.3f} eV")
print(f"Relative normal energy, inward surface: {inward_energy:.3f} eV")
print(f"Atom at outward-moving surface: {fate(outward_escapes)}")
print(f"Exit angle at inward-moving surface: {moving_angle:.2f} deg")
print(f"Silicon lattice parameter: {LATTICE:.3f} nm")
print(f"Silicon atom density: {density:.2f} nm^-3")
print(f"Initial atom speed: {initial_speed:.0f} m/s")
print(f"Extrapolated electronic stopping: {stopping:.3f} eV/nm")
print(f"Drag starting depth: {-drag_start:.2f} nm")
print(f"First-order normal energy loss: {normal_loss:.3f} eV")
print(f"Atom with full estimated drag: {fate(full_drag_escapes)}")
print(f"Exit angle with one tenth of drag: {tenth_angle:.2f} deg")
print(f"Drag fraction that just prevents escape: {drag_limit:.2f}")
print(f"Normal wave number inside: {k_in:.1f} nm^-1")
print(f"Normal wave number outside: {k_out:.1f} nm^-1")
print(f"Normal wavelength outside: {2 * math.pi / k_out:.5f} nm")
print(f"Reflection probability, abrupt step: {abrupt_reflection:.3f}")
print(f"Reflection probability, smooth step, log10: {smooth_log10:.1f}")
print("every check passed")
```

Running it gives:

```
Energy inside: 10.0 eV
Barrier height: 4.7 eV
Angle inside from normal: 45.0 deg
Normal energy inside: 5.000 eV
Parallel energy, inside and outside: 5.000 eV
Normal energy outside: 0.300 eV
Total energy outside: 5.300 eV
Exit angle, formula: 76.236 deg
Exit angle, trajectory: 76.236 deg
Exit angle for 0 deg inside: 0.00 deg
Exit angle for 30 deg inside: 43.38 deg
Exit angle for 40 deg inside: 62.00 deg
Exit angle for 46 deg inside: 81.15 deg
Critical inside angle: 46.720 deg
Tilt margin before trapping: 1.720 deg
Threshold energy at 45 deg: 9.400 eV
Largest passable barrier: 5.000 eV
Exit-angle change per inside angle: 4.082 deg/deg
Exit-angle change per barrier height: 22.07 deg/eV
Barrier width parameter: 0.020 nm
Corrugation amplitude: 0.010 nm
Corrugation period: 0.384 nm
Largest corrugation slope: 9.29 deg
Corrugated escapes: 26 of 40 atoms
Smallest corrugated exit angle: 64.74 deg
Largest corrugated exit angle: 82.92 deg
Surface temperature: 300 K
Thermal energy kT: 0.0259 eV
Silicon mass: 28.09 u
Thermal rms speed, one axis: 298 m/s
Relative normal energy, outward surface: 4.504 eV
Relative normal energy, inward surface: 5.521 eV
Atom at outward-moving surface: returns
Exit angle at inward-moving surface: 70.48 deg
Silicon lattice parameter: 0.543 nm
Silicon atom density: 49.97 nm^-3
Initial atom speed: 8288 m/s
Extrapolated electronic stopping: 2.786 eV/nm
Drag starting depth: 0.20 nm
First-order normal energy loss: 0.372 eV
Atom with full estimated drag: returns
Exit angle with one tenth of drag: 77.03 deg
Drag fraction that just prevents escape: 0.82
Normal wave number inside: 2592.3 nm^-1
Normal wave number outside: 635.0 nm^-1
Normal wavelength outside: 0.00990 nm
Reflection probability, abrupt step: 0.368
Reflection probability, smooth step, log10: -69.3
every check passed
```
